# Why a thicker high-permittivity gate insulator can worsen drain-induced barrier lowering

**Question.** Two transistors have the same gate length, the same silicon film and the same equivalent oxide thickness. One has a thin silicon dioxide gate insulator, the other a thicker insulator of higher permittivity. In a long transistor their gates control the channel equally well. Why can the drain lower the source barrier more in the second device when the gate is short, and by how much?

**Answer.**

## What equal oxide thickness fixes, and what it leaves free

Let the insulator have relative permittivity $e$ and thickness $t$. Its equivalent oxide thickness (EOT) is the thickness of silicon dioxide, of permittivity $e_{ox}$, with the same capacitance per area:

$$\frac{e}{t}=\frac{e_{ox}}{\mathrm{EOT}},\qquad\text{so}\qquad t=\frac{e}{e_{ox}}\,\mathrm{EOT}.$$

This capacitance describes flux that runs straight across the insulator. Near the drain the potential also varies along the channel, and flux runs sideways inside the insulator. A layer's ability to carry sideways flux is proportional to its permittivity times its cross-section,

$$e\,t=\frac{e^2}{e_{ox}}\,\mathrm{EOT}.$$

At equal EOT this lateral permittance grows as the square of the permittivity. Going from 3.9 to 19.5 multiplies it by 25. The thick insulator is a side path along which the drain's influence spreads under the gate. The rest of the answer turns this into a decay length, and the decay length into a barrier.

## The model

Take a symmetric double-gate silicon film occupying $-H<y<H$, with permittivity $e_s$. An insulator covers each face, and a gate of length $L$ lies on each insulator. The source ends at $x=0$ and the drain begins at $x=L$; both are treated as equipotentials. The film is undoped and below threshold, so its charge is neglected and the potential obeys $\nabla\cdot(e\nabla\phi)=0$ everywhere between the electrodes.

This equation is linear. Let $u(x,y)$ be the potential when the drain is at one volt and the source and gates are grounded, divided by one volt. By symmetry the corresponding function for the source is the mirror image $u'(x,y)=u(L-x,y)$. If all electrodes are at one volt the potential is one volt everywhere, so the gates' function is $1-u-u'$.

Measure potentials from the source. Choose the gate voltage and work function so that a long channel sits at $-B$, which is an electron barrier of $B$ in eV. This $B$ is held fixed when insulators are compared. With drain voltage $V$,

$$\phi=-B(1-u-u')+Vu=-B+Bu'+(B+V)u.$$

The barrier is minus the lowest value of $\phi$ along the easiest path from source to drain. The drain acts through $u$, so the question becomes how far $u$ reaches under the gate.

## How far the drain reaches

Under the gate, look for solutions $\psi(y)e^{\pm kx}$. Laplace's equation in each layer gives $\psi''=-k^2\psi$. Symmetry about the mid-plane and a grounded gate at $y=H+t$ then require

$$\psi=\cos ky\ \ (0<y<H),\qquad \psi=\cos kH\,\frac{\sin k(H+t-y)}{\sin kt}\ \ (H<y<H+t).$$

The prefactor makes $\psi$ continuous at the silicon surface. The normal displacement must also be continuous there. On the silicon side $-e_s\psi'=e_sk\sin kH$; on the insulator side $-e\psi'=e\,k\cos kH\cot kt$. Equating them and dividing by $k\cos kH$ gives

$$e\cot kt=e_s\tan kH.$$

The lowest root $k$ belongs to the disturbance that reaches farthest; its decay length is $1/k$. Since $\cos ky$ is largest at $y=0$, this mode raises the potential most on the mid-plane. That is the easiest path for electrons, and the barrier is read there.

**Higher permittivity at equal EOT lowers $k$.** Write $t=ce$ with $c=\mathrm{EOT}/e_{ox}$ fixed, and define

$$G(k,e)=e\cot(kce)-e_s\tan kH .$$

As $k$ rises from zero to the smaller of $\pi/t$ and $\pi/2H$, $G$ falls steadily from $+\infty$ to $-\infty$, because

$$\frac{\partial G}{\partial k}=-\frac{e\,t}{\sin^2kt}-\frac{e_sH}{\cos^2kH}<0 .$$

There is therefore one root in this interval. With $z=kt$, the derivative at fixed $k$ is

$$\frac{\partial G}{\partial e}=\cot z-\frac{z}{\sin^2z}=\frac{\tfrac12\sin2z-z}{\sin^2z}<0,$$

since $\sin2z<2z$ for positive $z$. Along the root $G=0$, so

$$\frac{dk}{de}=-\frac{\partial G/\partial e}{\partial G/\partial k}<0 .$$

Within this model, raising the permittivity at constant EOT lengthens the reach of the drain, whatever the film thickness.

## Where the sideways flux enters the formula

Consider the flux balance of the insulator. For a surface potential $\phi_s$ varying as $e^{kx}$, the displacement leaving the silicon and that arriving at the gate are, in units of the vacuum permittivity,

$$D_s=e\,k\cot(kt)\,\phi_s,\qquad D_g=\frac{e\,k}{\sin kt}\,\phi_s .$$

For small $kt$, use $\cot z\approx1/z-z/3$ and $1/\sin z\approx1/z+z/6$:

$$D_s\approx\left(\frac et-\frac{e\,t}{3}k^2\right)\phi_s,\qquad D_g\approx\left(\frac et+\frac{e\,t}{6}k^2\right)\phi_s .$$

The first term is the usual capacitance, fixed by the EOT. The gate receives more flux than the silicon gives up, and the difference is $(e\,t/2)k^2\phi_s$. This is what the insulator supplies from the side. For a linear potential drop across the layer, the mean potential is $\phi_s/2$, the lateral flux is $-(e\,t/2)\phi_s'$, and the flux it loses per unit length is $(e\,t/2)\phi_s''$, the same amount.

The gate thus collects part of its flux from the insulator's own lateral supply and draws less from the channel. Its hold on the channel is reduced by the factor

$$\frac{D_s}{(e/t)\phi_s}=kt\cot kt .$$

Two limits show the range. If $kt\ll1$, the factor is close to one and the mode equation becomes $e_sk\tan kH=e/t$; the EOT then suffices to describe the insulator. If instead $e$ grows without limit at fixed EOT, $t$ grows too and $k$ becomes small, so $\tan kH\approx kH$ and the mode equation reads $\cot z/z=e_sH/(e\,t)\to0$. Hence $z\to\pi/2$ and $1/k\to2t/\pi$. The physical thickness of the insulator, not its EOT, then sets the reach of the drain.

This also qualifies the picture of drain field lines passing through the insulator and landing on the channel. The lowest root has $kH<\pi/2$, so $\tan kH$ and therefore $\cot kt$ are positive. In this mode the drain-induced flux at the silicon surface runs from silicon to gate. The potential rises because the channel is drained less by the gate, not because of a net flux landing on it. Higher modes can reverse the direction close to the source, where the silicon is pinned but the insulator above it is not.

## How strongly the drain drives the mode

The strength is set in the plane of the gate edge, $x=L$. Two modes $m$ and $n$ obey $(e\psi')'=-k^2e\psi$ with their own $k$. Multiply each equation by the other mode, subtract and integrate over $y$. The boundary terms vanish at the mid-plane and the gate and cancel at the interface, leaving

$$(k_m^2-k_n^2)\int_0^{H+t}e\,\psi_m\psi_n\,dy=0 .$$

Modes are therefore orthogonal with weight $e(y)$. Neglecting the small return from the source end, the mid-plane value of the lowest mode is $u\approx a\,e^{-k(L-x)}$, with

$$a=\frac{\int_0^{H+t}e\,\psi\,u(L,y)\,dy}{\int_0^{H+t}e\,\psi^2\,dy}.$$

The integral in the numerator has a silicon part, where $u=1$ on the drain face, and an insulator part, where $u$ falls from one at the drain corner to zero at the gate. The insulator part measures the fringing path. It depends on what surrounds the gate edge, which the decay rate $k$ does not.

## From the mode to the barrier

Insert $u$ and its mirror image into the potential:

$$\phi(x)\approx-B+a\left[B\,e^{-kx}+(B+V)e^{-k(L-x)}\right].$$

The product of the two terms in the bracket is $B(B+V)e^{-kL}$, independent of $x$. A sum of two positive terms with fixed product is least when they are equal, and it is then twice the root of the product. Equality occurs at

$$x_m=\frac L2-\frac1{2k}\ln\frac{B+V}{B},$$

which must lie inside the channel. The barrier is

$$E_b=B-2a\,e^{-kL/2}\sqrt{B(B+V)},$$

and its lowering between drain voltages $V_1$ and $V_2$ is

$$\Delta=2a\,e^{-kL/2}\left[\sqrt{B(B+V_2)}-\sqrt{B(B+V_1)}\right].$$

Because $k$ stands in an exponent, a modest change of decay length matters. For two insulators at equal EOT, with $k'<k$ for the higher permittivity, the ratio is

$$\frac{\Delta'}{\Delta}=\frac{a'}{a}\,e^{(k-k')L/2}.$$

This shows when the effect can fail. A short device would not be worse if $a'$ were small enough, but $a'$ cannot fall below its silicon part, so a change of the dielectric at the gate edge has limited room to act, as the numbers below show. At fixed $a'/a$, a sufficiently long gate makes the ratio exceed one, although both lowerings are then small.

## The numbers

Take a 6 nm film ($H=3$ nm), $L=20$ nm, an EOT of 1 nm, $e_s=11.7$, $B=0.45$ eV, and drain voltages of 0.05 and 0.70 V. The gate insulator also covers the source and drain, and the remaining spacer has permittivity 3.9. The last column comes from a two-dimensional finite-difference solution of the whole geometry.

| $e$ | $t$ (nm) | $1/k$ (nm) | $kt\cot kt$ | $\Delta$ (meV) |
|---|---|---|---|---|
| 3.9 | 1 | 3.52 | 0.97 | 32.0 |
| 7.8 | 2 | 3.63 | 0.90 | 35.1 |
| 11.7 | 3 | 3.82 | 0.79 | 40.3 |
| 19.5 | 5 | 4.45 | 0.54 | 55.5 |

For the two end cases the formula can be followed by hand. The bracket is

$$\sqrt{0.45\times1.15}-\sqrt{0.45\times0.50}=0.719-0.474=0.245\ \text{V}.$$

For the oxide, $k=0.2839$ nm$^{-1}$ and $a=1.125$:

$$\Delta=2(1.125)\,e^{-2.839}(0.245)=0.032\ \text{eV}.$$

For the high-permittivity insulator, $k=0.2247$ nm$^{-1}$ and $a=1.101$:

$$\Delta=2(1.101)\,e^{-2.247}(0.245)=0.057\ \text{eV}.$$

The two-dimensional values are 32.0 and 55.5 meV, so the one-mode formula is high by about 3% in the second case. It worsens as the insulator thickness approaches the gate length: at the same EOT it is high by about 8% for $t=10$ nm and 17% for $t=15$ nm. Divided by the drain swing of 0.65 V, the two-dimensional values are about 49 and 85 mV/V. These are barrier shifts at fixed gate voltage. The gate voltage shift needed to restore the barrier, which is the quantity usually quoted in mV/V, is larger because the gate holds only the fraction $1-u-u'$ at the barrier top: about 57 and 114 mV/V.

The amplitudes are nearly equal, but their make-up is not. The insulator supplies 2.8% of $a$ for the oxide and 45.5% for the thick layer. The exponentials differ by a factor $e^{0.592}=1.81$, and this slower decay accounts for the increase.

A change to the material law tests the cause. Remove the lateral permittivity of all dielectrics in the 5 nm case, but keep their vertical permittivity. The lowering drops from 55.5 to 30.9 meV. It ends slightly below the oxide's 32.0 meV because the oxide still has its own small lateral flux. The excess thus requires sideways flux in the dielectrics; thickness without that flux does not produce it.

The flux direction also agrees with the mode argument. In the 5 nm case the barrier top lies 7.9 nm from the source, as $x_m$ predicts, and the drain-induced flux there leaves the silicon. It enters the silicon only within 1.0 nm of the source.

## What the leakage feels

At 0.70 V on the drain the barriers are 356 meV for the oxide and 285 meV for the thick insulator. Of the roughly 70 meV between them, 23.5 meV is the extra lowering between the two drain voltages. The other 47 meV or so is already present at 0.05 V, because source and drain both pull the barrier down through the same longer decay length.

With equal prefactors, the thermal leakage is about 15 times larger at 300 K and about 10 times larger at 360 K. These ratios hold $B$ fixed. A designer who resets the gate work function to equalise leakage changes $B$, and the comparison must then be repeated.

## Gate length and gate edge

On a grid twice as coarse, which changes the 20 nm results by 0.2%, the lowerings for oxide and thick insulator are 63.3 and 91.9 meV at 15 nm, 7.8 and 18.5 meV at 30 nm, and 1.9 and 6.0 meV at 40 nm. Over these lengths the difference shrinks while the ratio grows, as the two exponentials predict.

To recover the oxide's lowering with the thick insulator, set the two formulas equal and solve for the new length $L'$:

$$L'=\frac{2}{k'}\left[\frac{kL}{2}+\ln\frac{a'}{a}\right]=\frac{2}{0.2247}\,(2.839-0.022)=25.1\ \text{nm}.$$

The two-dimensional solution at 25.0 nm gives 32.3 meV. In this example the thicker insulator costs about 5 nm of gate length.

Changing the dielectric at the gate edge helps less. If the thick insulator stops at the gate edge and the spacer beyond has permittivity 3.9, the lowering is 50.6 meV on this grid; the corner where the dielectrics meet makes this value uncertain by about 0.7 meV. A fifth to a quarter of the excess disappears. The cut reduces the drive $a'$, but the insulator under the gate is unchanged, and so is $k'$. To cancel the excess at 20 nm, $a'$ would have to fall to $1.125\,e^{-0.592}=0.62$. The silicon part of $a'$, 54.5% of 1.101 or 0.60, does not depend on the gate edge, and the insulator part is positive. Almost all of the insulator part would have to vanish; even a vacuum spacer leaves $a'$ at 0.93 to 0.95 and the lowering at 48 to 49 meV. Gate metal at the edge does more than a dielectric can: if the gate steps down beyond its edge to lie 1 nm of oxide above source and drain over 2 nm, $a'$ falls to about 0.72 and the lowering to about 38 meV, still above the oxide's value.

## Beside real devices

The parameters are in the rough regime of fin transistors with hafnium-oxide insulators: permittivity near 20, films several nanometres thick and gates near 20 nm. An important difference in the insulator is that real stacks usually keep a thin oxide layer next to the silicon. With 0.5 nm of oxide and 2.5 nm of the high-permittivity material, the EOT is still 1 nm but the lowering is 35.8 meV. The excess over pure oxide falls from 23.5 to 3.8 meV. The 5 nm single layer is therefore a strong case, not a typical one.

The treatment of source and drain as equipotentials matters most for the absolute values. At a doping of $10^{20}$ cm$^{-3}$ the mid-plane field at the drain (the surface near the gate edge is depleted further) implies a depleted depth of about 1.5 nm (oxide) or 1.3 nm (thick insulator). Leaving 2 nm of charge-free silicon at each end, somewhat more than this, gives 19.3 and 39.0 meV. Both values fall, and in this crude stand-in their difference is near 20 meV. Poisson's equation with abrupt, degenerate doped ends gives about 22 and 39 meV instead, a difference of 16 to 17 meV.

Other corrections are smaller. Averaging the potential over the lowest confined state gives 30.5 and 53.9 meV. The confinement energy is 11 meV for a mass of 0.916 electron masses, as on (100) surfaces, and 33 meV for the mass of about 0.315 on the (110) sidewalls usual in fins; either way it is a common shift in a uniform film. Source-drain tunnelling, estimated from the curvature of the barrier top with a mass of 0.19, acts like a further reduction of 5 to 6 meV in either device; for the transport mass of about 0.55 of the lowest valleys on (110) sidewalls with a $\langle110\rangle$ channel it is about 2 meV. The mobile charge at the barrier top itself shifts the potential there by a few microvolts across the silicon if the source Fermi level lies at the band edge, and by about 0.1 mV once the drop across the insulator and the degeneracy of a $10^{20}$ cm$^{-3}$ source are included; the denser charge close to the source and drain is not covered by this estimate. The top gate of a fin is not included.

The comparison also leaves out why the oxide was replaced. With 1.15 V between drain and gate, the nominal field is 11.5 MV/cm across 1 nm of oxide, near its rough breakdown range, and 2.3 MV/cm across 5 nm. The lower field is not by itself a gain: the displacement is the same at equal EOT, high-permittivity insulators break down at lower fields, and the oxide interlayer of the two-layer stack still carries 11.5 MV/cm. For rough band offsets of 3.1 and 1.5 eV and masses of 0.4 and 0.17, the tunnelling exponents of rectangular barriers are 11.4 and 25.9, so gate leakage is strongly suppressed in the thick layer. Tilting the same barriers by 1.15 V lowers the exponents to about 10 and 20, and the two-layer stack has a rectangular-barrier exponent of 18.6. The same thickness that blocks tunnelling gives the drain its side path. The numerical output below lists the main values used here.

## Calculated quantities

```
film thickness 6.0 nm, gate length 20 nm, EOT 1.0 nm
relative permittivity of silicon 11.7
long-channel barrier 0.45 eV, drain 0.05 and 0.70 V
permittivity 3.9, thickness 1.0 nm:
  k 0.2839 /nm, decay length 1/k 3.52 nm
  k*t 0.284, gate-hold factor 0.973
  amplitude 1.125, insulator share 2.8 %
  lowering 32.0 meV (2D), 32.2 meV (formula)
permittivity 7.8, thickness 2.0 nm:
  k 0.2754 /nm, decay length 1/k 3.63 nm
  k*t 0.551, gate-hold factor 0.897
  amplitude 1.138, insulator share 10.3 %
  lowering 35.1 meV (2D), 35.5 meV (formula)
permittivity 11.7, thickness 3.0 nm:
  k 0.2618 /nm, decay length 1/k 3.82 nm
  k*t 0.785, gate-hold factor 0.785
  amplitude 1.144, insulator share 21.3 %
  lowering 40.3 meV (2D), 40.9 meV (formula)
permittivity 19.5, thickness 5.0 nm:
  k 0.2247 /nm, decay length 1/k 4.45 nm
  k*t 1.124, gate-hold factor 0.539
  amplitude 1.101, insulator share 45.5 %
  lowering 55.5 meV (2D), 57.0 meV (formula)
k from 2D decay: oxide 0.2838, high-k 0.2246 /nm
lowering ratio high-k/oxide 1.74
change on doubling grid step: oxide 0.2 %, high-k 0.2 %
high-k, lateral permittivity removed: 30.9 meV
high-k cut at gate edge, oxide-like spacer: 50.6 meV
0.5 nm oxide + 2.5 nm high-k: 35.8 meV
high-k barrier top at 7.9 nm from source
flux from insulator into silicon only up to 1.0 nm from source
gate 15 nm: oxide 63.3, high-k 91.9 meV (coarse grid)
gate 20 nm: oxide 32.0, high-k 55.6 meV (coarse grid)
gate 30 nm: oxide 7.8, high-k 18.5 meV (coarse grid)
gate 40 nm: oxide 1.9, high-k 6.0 meV (coarse grid)
high-k gate length for oxide's lowering: 25.1 nm
  2D check at 25.00 nm: 32.3 meV
barrier at high drain voltage: oxide 356, high-k 285 meV
thermal leakage ratio: 15.2 at 300 K, 9.7 at 360 K
drain depletion at 1e20 cm^-3: oxide 1.5, high-k 1.3 nm
lowering with 2 nm depleted ends: 19.3, 39.0 meV
confinement energy, mass 0.916: 11.4 meV
lowering averaged over lowest subband: 30.5, 53.9 meV
source-drain tunnelling as barrier shift: 5.1, 5.6 meV
mobile-charge potential at high-k barrier top: 3.2 uV
oxide: offset 3.1 eV, mass 0.4, gate WKB exponent 11.4
  drain-gate field 11.5 MV/cm
high-k: offset 1.5 eV, mass 0.17, gate WKB exponent 25.9
  drain-gate field 2.3 MV/cm
```
